# Low-frequency resistance of a round wire from its Bessel solution

## 1. A current that is almost uniform

Take a long, straight wire of radius \(a\) and conductivity \(\sigma\), carrying a current that alternates so slowly that its density is nearly uniform. The magnetic field of this current induces a small electric field, and the heat produced by that field raises the resistance above its dc value.

I use Gaussian units and write each oscillating quantity as the real part of a complex amplitude times \(e^{-i\omega t}\). The wire is nonmagnetic and isolated, so the fields are axially symmetric: \(E\) points along the wire, \(H\) circles the axis, and both depend on \(r\) alone. Ohm's law is local, \(J=\sigma E\). The displacement current is neglected; its ratio to the conduction current is \(\omega/(4\pi\sigma)\).

Let \(\bar E\) be the average of \(E\) over the cross-section. To lowest order the current density is \(\sigma\bar E\) everywhere, and Ampère's law on a circle of radius \(r\) gives

\[
2\pi r H=\frac{4\pi}{c}\,\sigma\bar E\,\pi r^2
\quad\Rightarrow\quad
H=\frac{2\pi\sigma\bar E}{c}\,r .
\]

Faraday's law is \(\nabla\times\mathbf E=(i\omega/c)\mathbf H\). The azimuthal component of the curl is \(-dE/dr\), so

\[
\frac{dE}{dr}=-\frac{i\omega}{c}H=-\frac{2\pi i\sigma\omega}{c^2}\,\bar E\,r
=-\frac{i}{\delta^2}\,\bar E\,r,
\qquad
\delta=\frac{c}{\sqrt{2\pi\sigma\omega}} .
\]

The length \(\delta\) is the skin depth. Define \(u=r/a\) and \(s=(a/\delta)^2\). Integration gives \(-\tfrac{i}{2}s\,\bar E u^2\) plus a constant, which is fixed by requiring the average to be \(\bar E\). The average of \(u^2\) over the disc is \(\int_0^1 2u\,u^2\,du=\tfrac12\), hence

\[
E=\bar E\left[1-\frac{is}{2}\left(u^2-\frac12\right)\right]+O(s^2).
\]

Now define the resistance per length \(R\) through the mean heat per length, \(\tfrac12R|I|^2\). The heat is \(\tfrac12\sigma\pi a^2\langle|E|^2\rangle\), where \(\langle\;\rangle\) is the average over the section, and the current is \(I=\pi a^2\sigma\bar E\). With the dc value \(R_0=1/(\pi a^2\sigma)\),

\[
\frac{R}{R_0}=\frac{\langle|E|^2\rangle}{|\bar E|^2}
=1+\frac{\langle|E-\bar E|^2\rangle}{|\bar E|^2}. \tag{1}
\]

The second form holds because the cross terms contain \(\langle E-\bar E\rangle=0\). The extra resistance is therefore the relative variance of the field. It needs only the first-order deviation if we want order \(s^2\):

\[
\frac{R}{R_0}-1\simeq\frac{s^2}{4}\int_0^1 2u\left(u^2-\frac12\right)^2du
=\frac{s^2}{4}\int_0^1\left(w-\frac12\right)^2dw
=\frac{s^2}{4}\cdot\frac1{12}=\frac{s^2}{48},
\]

with \(w=u^2\). Thus

\[
\frac{R}{R_0}\simeq1+\frac1{48}\left(\frac a\delta\right)^4 .
\]

**Limit: which quantity governs the rise.** Since \(s=2\pi\sigma\omega a^2/c^2\), the added resistance is

\[
R-R_0\simeq\frac{1}{\pi a^2\sigma}\,\frac{4\pi^2\sigma^2\omega^2a^4}{48c^4}
=\frac{\pi\sigma\omega^2a^2}{12c^4}.
\]

It vanishes as \(\omega^2\) at low frequency. In the same low-frequency range it grows with \(\sigma\), while \(R_0\) falls: the induced field is set by the total current, and a given induced field drives a stronger eddy current in a better conductor.

## 2. The field at any frequency

The first-order field above came from one pass through Ampère's and Faraday's laws. To keep the response to all the induced currents, let both laws act on the same unknown field. Faraday's law gives \(H=(ic/\omega)\,dE/dr\). The differential form of Ampère's law is

\[
\frac1r\frac{d}{dr}(rH)=\frac{4\pi\sigma}{c}E .
\]

Substitute \(H\) and multiply by \(\omega/(ic)\). Because \(1/i=-i\),

\[
\frac1r\frac{d}{dr}\left(r\frac{dE}{dr}\right)+k^2E=0,
\qquad
k^2=\frac{4\pi i\sigma\omega}{c^2}=\frac{2i}{\delta^2}. \tag{2}
\]

Let \(\rho=kr\) and try \(E=A\sum_m\alpha_m\rho^{2m}\) with \(\alpha_0=1\). Since

\[
\frac1\rho\frac{d}{d\rho}\left(\rho\frac{d\rho^{2m}}{d\rho}\right)=4m^2\rho^{2m-2},
\]

equation (2) requires \(4m^2\alpha_m=-\alpha_{m-1}\). Repeated use gives

\[
E=A\,J_0(kr),\qquad
J_0(\rho)=\sum_{m=0}^\infty\frac{(-1)^m}{4^m(m!)^2}\rho^{2m}.
\]

The other independent solution behaves as \(\ln r\) near the axis. Its magnetic field would vary as \(1/r\), which requires a finite current concentrated on the axis, so it is excluded.

Define \(J_1=-dJ_0/d\rho\). Differentiating term by term and shifting \(m\) by one gives

\[
J_1(\rho)=\frac\rho2\sum_{m=0}^\infty
\frac{(-1)^m}{4^m\,m!\,(m+1)!}\rho^{2m}.
\]

The total current follows by integrating (2) over the section:

\[
I=2\pi\sigma\int_0^a rE\,dr=-\frac{2\pi\sigma a}{k^2}\,E'(a)
=\frac{2\pi\sigma a}{k}\,A\,J_1(ka),
\]

where the last step uses \(E'(a)=-kAJ_1(ka)\). Let \(x=ka\), so that \(x^2=2is\). The internal impedance per length, \(Z=E(a)/I\), is then

\[
\frac{Z}{R_0}=\pi a^2\sigma\,\frac{k\,J_0(x)}{2\pi\sigma a\,J_1(x)}
=\frac{x\,J_0(x)}{2J_1(x)}. \tag{3}
\]

As \(x\to0\), \(J_0\to1\) and \(2J_1/x\to1\), so \(Z\to R_0\).

**The link with heat.** Section 1 defined \(R\) by dissipation, whereas (3) is a ratio of surface field to current. To connect them, multiply (2) by \(rE^*\) and integrate by parts:

\[
aE^*(a)E'(a)-\int_0^a r|E'|^2dr+k^2\int_0^a r|E|^2dr=0 .
\]

The current formula gives \(aE'(a)=-k^2I/(2\pi\sigma)\). Since \(k^2=2i/\delta^2\) is imaginary and \(\int r|E'|^2dr\) is real, the imaginary part is

\[
\frac{1}{2\pi\sigma}\operatorname{Re}[E^*(a)I]=\int_0^a r|E|^2dr .
\]

Multiplication by \(\pi\sigma\) turns the right side into the mean heat per length, and the left side into \(\tfrac12\operatorname{Re}(Z)|I|^2\). Hence \(R=\operatorname{Re}Z\), and (1) and (3) describe the same resistance.

## 3. Expansion of the Bessel ratio

Put \(q=x^2\). The numerator and denominator of (3) are

\[
J_0=1-\frac q4+\frac{q^2}{64}-\frac{q^3}{2304}+\frac{q^4}{147456}-\cdots,
\]

\[
\frac{2J_1}{x}=1-\frac q8+\frac{q^2}{192}-\frac{q^3}{9216}+\frac{q^4}{737280}-\cdots .
\]

Write the quotient as \(1+c_1q+c_2q^2+c_3q^3+c_4q^4+\cdots\), multiply it by the denominator, and match powers of \(q\) with the numerator:

\[
c_1=-\frac14+\frac18=-\frac18,
\]

\[
c_2=\frac1{64}-\left(\frac1{64}+\frac1{192}\right)=-\frac1{192},
\]

\[
c_3=-\frac1{2304}-\left(\frac1{1536}-\frac1{1536}-\frac1{9216}\right)=-\frac1{3072},
\]

\[
c_4=\frac1{147456}-\left(\frac1{24576}-\frac1{36864}+\frac1{73728}+\frac1{737280}\right).
\]

Over the common denominator 737280 the last line is \((5-30+20-10-1)/737280=-16/737280\), so \(c_4=-1/46080\). Therefore

\[
\frac Z{R_0}=1-\frac{x^2}8-\frac{x^4}{192}-\frac{x^6}{3072}-\frac{x^8}{46080}-\cdots .
\]

Now use \(x^2=2is\), \(x^4=-4s^2\), \(x^6=-8is^3\) and \(x^8=16s^4\):

\[
\frac Z{R_0}=1-\frac{is}{4}+\frac{s^2}{48}+\frac{is^3}{384}-\frac{s^4}{2880}+\cdots . \tag{4}
\]

The real part is

\[
\boxed{\frac R{R_0}=1+\frac1{48}\left(\frac a\delta\right)^4
-\frac1{2880}\left(\frac a\delta\right)^8+O\!\left[\left(\frac a\delta\right)^{12}\right]}
\]

The term linear in \(s\) is missing because the coefficients \(c_m\) are real and \(x^2\) is imaginary: odd powers of \(s\) can enter only the reactance. The minus sign before \(x^4/192\) becomes a plus because \((2i)^2=-4\).

**Limit: the reactance.** For the chosen time factor an inductance contributes \(-i\omega L\) to the impedance. The linear term in (4) gives

\[
\omega L=R_0\frac s4
=\frac1{\pi a^2\sigma}\,\frac{2\pi\sigma\omega a^2}{4c^2}
=\frac{\omega}{2c^2}
\quad\Rightarrow\quad L=\frac1{2c^2}.
\]

Here \(L\) is the internal inductance per length, defined by a voltage \(L\,dI/dt\). It must agree with the magnetic energy \(\tfrac12LI^2\) of a steady, uniform current. Inside the wire \(H=2Ir/(ca^2)\), and

\[
\int_0^a\frac{H^2}{8\pi}\,2\pi r\,dr
=\frac{I^2}{c^2a^4}\int_0^a r^3dr=\frac{I^2}{4c^2},
\]

which again gives \(L=1/(2c^2)\). The energy outside the wire belongs to the external inductance and is not part of \(Z\).

**Limit: the start of current crowding.** The ratio of the surface field to the mean field is \(Z/R_0\), because \(I=\bar E/R_0\). From (4),

\[
\frac{|E(a)|^2}{|\bar E|^2}=\left(1+\frac{s^2}{48}\right)^2+\frac{s^2}{16}+\cdots
=1+\frac{5s^2}{48}+\cdots .
\]

On the axis \(E(0)/\bar E=x/(2J_1)\). Inverting the denominator series gives \(1+is/4-s^2/24+\cdots\), whose squared magnitude is \(1-s^2/12+s^2/16=1-s^2/48\) to this order. The heating density has begun to move outward. The first-order field is in quadrature with the mean, so this change appears at order \(s^2\), although the phase already varies across the wire at order \(s\).

## 4. How large is the error?

A power series shows the order of the neglected terms but does not bound their sum. A bound follows from expanding the field in modes of the disc.

Let \(\phi_n(u)=J_0(j_nu)\), where \(j_n\) are the positive zeros of \(J_1\). These modes have zero slope at \(u=1\) and obey \((u\phi_n')'+j_n^2u\phi_n=0\). Together with the constant mode they form a complete orthogonal set with weight \(u\), by the standard Sturm–Liouville theorem.

Their norm follows on multiplying the mode equation by \(2u\phi_n'\):

\[
\frac{d}{du}(u\phi_n')^2+j_n^2u^2\frac{d\phi_n^2}{du}=0 .
\]

Integrate from 0 to 1. The first term vanishes at both ends, and integration of the second by parts leaves \(\int_0^1u\phi_n^2du=\tfrac12\phi_n(1)^2\).

In the variable \(u\), the field equation is \((uE')'+x^2uE=0\). Multiply by \(\phi_n\) and integrate by parts twice, using \(\phi_n'(1)=0\):

\[
\phi_n(1)E'(1)+(x^2-j_n^2)\int_0^1u\phi_nE\,du=0 .
\]

Integrating the field equation itself gives \(E'(1)=-x^2\bar E/2\). The coefficient of \(\phi_n\) in \(E\) is the overlap integral divided by the norm:

\[
b_n=-\frac{x^2\bar E}{(j_n^2-x^2)\,\phi_n(1)} .
\]

By orthogonality, \(\langle|E-\bar E|^2\rangle=\sum_n|b_n|^2\phi_n(1)^2\). Insert this in (1), with \(|x^2|^2=4s^2\) and \(|j_n^2-2is|^2=j_n^4+4s^2\):

\[
\frac R{R_0}=1+\sum_{n=1}^\infty\frac{4s^2}{j_n^4+4s^2}. \tag{5}
\]

Each mode adds a positive amount of heat. Matching the small-\(s\) behaviour of (5) to the boxed series gives \(\sum j_n^{-4}=1/192\) and \(\sum j_n^{-8}=1/46080\). For each mode,

\[
\frac{4s^2}{j_n^4}-\frac{4s^2}{j_n^4+4s^2}
=\frac{16s^4}{j_n^4(j_n^4+4s^2)},
\]

which is positive and smaller than \(16s^4/j_n^8\). Summation yields, for every \(s>0\),

\[
0<\frac{s^2}{48}-\left(\frac R{R_0}-1\right)<\frac{s^4}{2880}. \tag{6}
\]

The leading law is thus an upper bound on \(R/R_0\), and the two-term law is a lower bound. Relative to \(s^2/48\), the error of the leading law is less than \(s^2/60\).

The expansion of (5) in powers of \(s^2\) is limited by its nearest pole, \(s^2=-j_1^4/4\). With \(j_1=3.832\), the series converges for \(a/\delta<j_1/\sqrt2=2.709\). Beyond that point the series diverges, although (3) and (5) remain valid.

**Limit: a thick wire.** For large \(s\) many modes contribute. The function \(\sqrt\rho\,J_0(\rho)\) obeys \(w''+[1+1/(4\rho^2)]w=0\), which becomes a harmonic oscillator equation at large \(\rho\), so the spacing of successive \(j_n\) tends to \(\pi\). The sum then becomes an integral; with \(j=\sqrt{2s}\,t\),

\[
\frac R{R_0}\simeq\frac{\sqrt{2s}}{\pi}\int_0^\infty\frac{dt}{1+t^4}
=\frac{\sqrt{2s}}{\pi}\,\frac{\pi}{2\sqrt2}=\frac{a}{2\delta}.
\]

This is the dc resistance of a surface layer of area \(2\pi a\delta\). The estimate keeps only the term that grows with \(a/\delta\). Numerically, \(R/R_0-a/(2\delta)\) approaches \(1/4\): it is 0.259 at \(a/\delta=10\) and 0.252 at \(a/\delta=40\). The fourth-power rise must therefore give way to a linear one.

## 5. Numbers for a model wire

Take \(\sigma=5\times10^{17}\ \mathrm{s^{-1}}\) and \(a=10^{-3}\) cm, that is, 10 micrometres. These are round model parameters. The dc resistance per length is

\[
R_0=\frac1{\pi(10^{-3})^2(5\times10^{17})}
=6.366\times10^{-13}\ \mathrm{s\,cm^{-2}},
\]

or 0.572 ohm/cm. At 50 MHz, \(\omega=3.142\times10^8\ \mathrm{s^{-1}}\) and

\[
\delta=\frac{c}{\sqrt{2\pi\sigma\omega}}=9.543\times10^{-4}\ \mathrm{cm},
\qquad
\frac a\delta=1.048,
\qquad
\left(\frac a\delta\right)^4=1.206 .
\]

The neglected displacement current is smaller than the conduction current by the factor \(\omega/(4\pi\sigma)=5\times10^{-11}\).

The leading rise is \(1.206/48=0.0251\). Numerical evaluation of the Bessel functions in (3) at complex argument gives 0.0246. The difference, about 0.0005, is close to the bound \(s^4/2880\) in (6). The resistance is \(0.572\times1.0246=0.586\) ohm/cm. The reactance is \(0.271R_0\), against \(0.275R_0\) from the linear term. The low-frequency internal inductance \(1/(2c^2)\) converts to 50 nH/m and does not depend on the radius.

Here is \(R/R_0\) at several frequencies; "two-term" includes \(-s^4/2880\).

| MHz | \(a/\delta\) | full | leading | two-term |
|---:|---:|---:|---:|---:|
| 20 | 0.663 | 1.0040 | 1.0040 | 1.0040 |
| 50 | 1.048 | 1.0246 | 1.0251 | 1.0246 |
| 100 | 1.482 | 1.0931 | 1.1005 | 1.0924 |
| 200 | 2.096 | 1.3065 | 1.4020 | 1.2727 |
| 400 | 2.964 | 1.7492 | 2.6079 | 0.5396 |

The leading law remains useful somewhat above \(a/\delta=1\), because its relative error is less than \(s^2/60\), and the factor \(1/60\) keeps this bound small there. At 100 MHz it overstates the rise by about 8 percent of the full rise; at 200 MHz, by about 31 percent. At 400 MHz the wire is outside the convergence range, and the two-term value falls below one, which (1) forbids. The thick-wire estimate there is \(2.964/2=1.48\), still about 15 percent below the full 1.749. Nearly all of this gap is the constant \(1/4\) that the estimate omits: \(a/(2\delta)+1/4=1.73\) is within 1 percent of the full value.

For a one-percent rise the leading law requires \(s^2=0.48\), or \(a/\delta=0.832\), at 31.5 MHz. Solving \(\operatorname{Re}Z/R_0=1.01\) with a bracketing root finder gives \(a/\delta=0.834\), at 31.7 MHz. The true threshold is slightly higher because the leading law overestimates the rise.

## 6. Where the model stops

The coefficient \(1/48\) came from the average of \((u^2-\tfrac12)^2\) over a disc, with an axially symmetric field. A second wire alongside that carries an alternating current breaks this symmetry: its transverse magnetic field drives further eddy currents, so the isolated-wire formula then omits part of the loss. At order \(s^2\), a parallel round wire with the same current amplitude adds about 0.76 of the \(s^2/48\) term at centre distance \(4a\), and about 0.12 of it at \(10a\). A different cross-section has a different field profile and needs its own calculation.

Local Ohm's law requires an electron mean free path much shorter than both \(a\) and \(\delta\). A real, frequency-independent \(\sigma\) also requires \(\omega\) times the relaxation time to be small. For the wire of section 5, whose conductivity is close to that of copper, a free-electron estimate gives a mean free path near 40 nm, about 0.004 of \(a\) and 0.01 of \(\delta\) at 400 MHz, and \(\omega\) times the relaxation time below \(10^{-4}\). The conditions hold, but surface scattering can shift the dc resistance by about 0.1 percent, so the last digits of the table describe the model rather than a real wire. If the first condition fails, the current is no longer fixed by the local field and equation (2) must be replaced. If only the second fails, (2) and (3) keep their form with a complex \(\sigma(\omega)\), provided \(R_0\) in (3) is read as \(1/(\pi a^2\sigma(\omega))\), but \(k^2\) is no longer purely imaginary, so the boxed series and the bounds (6) do not apply as written. In neither case can retaining more terms of the series repair the material law.
